# Restricted Hartree-Fock for neon: angular coefficients and radial equations: test program

```python
# Radial Hartree-Fock for Ne 1s2 2s2 2p6 (non-relativistic, fixed point nucleus, atomic units).
# Under test: E = 2I1s+2I2s+6I2p + F0(1s1s)+F0(2s2s)+15F0(2p2p)-(6/5)F2(2p2p)+4F0(1s2s)-2G0(1s2s)
#   +12F0(1s2p)-2G1(1s2p)+12F0(2s2p)-2G1(2s2p); the Fock operator
#   F_l P = [-P''/2 + l(l+1)P/2r^2 - ZP/r + V_H P] - sum_b (q_b/2) sum_k (l k l_b;000)^2 Y^k(b,P) P_b / r;
#   and its solution E = -128.547098, eps(2p) = -0.850410 hartree.
# Symbols: P_a radial function, q_a occupation, I one-electron integral, F^k, G^k Slater integrals,
#   c^k angular coefficient, c_i = sqrt(w_i) P(r_i) on a Gauss-Lobatto finite-element grid,
#   V[k] grid form of r<^k / r>^(k+1).
import numpy as np, sympy as sp
from functools import lru_cache
from itertools import combinations
from scipy.linalg import eigh
from scipy.special import roots_jacobi, eval_legendre
from scipy.constants import physical_constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

Z = 10
HARTREE_EV = physical_constants['Hartree energy in eV'][0]
NAME = ['1s', '2s', '2p']; L = [0, 0, 1]; OCC = [2, 2, 6]
x = sp.Symbol('x'); Rat = sp.Rational

# ---------- angular coefficients by exact integration of spherical harmonics ----------
@lru_cache(None)
def ck(k, l1, m1, l2, m2):
    # overall sign dropped for m1 != m2, where only the square is used
    trip = [(l1, abs(m1)), (k, abs(m1 - m2)), (l2, abs(m2))]
    if trip[1][1] > k:
        return sp.Integer(0)
    norm2 = Rat(2, 2*k + 1); f = (1 - x**2)**(sum(m for _, m in trip)//2)
    for l, m in trip:
        norm2 *= Rat(2*l + 1, 2)*sp.factorial(l - m)/sp.factorial(l + m)
        f *= sp.diff(sp.legendre(l, x), x, m) if m else sp.legendre(l, x)
    return sp.sqrt(norm2)*sp.integrate(sp.expand(f), (x, -1, 1))

def determinant_table(spin_orbitals):
    t = {}
    for (a, m1, s1), (b, m2, s2) in combinations(spin_orbitals, 2):
        for k in range(3):
            key = ('F', k, a, b)
            t[key] = t.get(key, 0) + ck(k, L[a], m1, L[a], m1)*ck(k, L[b], m2, L[b], m2)
            if s1 == s2:
                key = ('F' if a == b else 'G', k, a, b)
                t[key] = t.get(key, 0) - ck(k, L[a], m1, L[b], m2)**2
    return {key: v for key, v in t.items() if v != 0}

def w3(l1, k, l2):
    return wigner_3j(l1, k, l2, 0, 0, 0)**2

for l1 in (0, 1):
    for l2 in (0, 1):
        for k in range(3):
            for m in range(-l1, l1 + 1):
                assert sum(ck(k, l1, m, l2, n)**2 for n in range(-l2, l2 + 1)) == (2*l2 + 1)*w3(l1, k, l2)
assert sum(ck(2, 1, m, 1, m) for m in (-1, 0, 1)) == 0 and ck(2, 1, 0, 1, 0) != 0
SO = [(a, m, s) for a in range(3) for m in range(-L[a], L[a] + 1) for s in (1, -1)]
TABLE = determinant_table(SO)
formula = {}
for a in range(3):
    pairs = Rat(OCC[a]*(OCC[a] - 1), 2)
    formula[('F', 0, a, a)] = pairs
    formula[('F', 2, a, a)] = -pairs*Rat(2*L[a] + 1, 4*L[a] + 1)*w3(L[a], 2, L[a])
    for b in range(a + 1, 3):
        formula[('F', 0, a, b)] = OCC[a]*OCC[b]
        for k in range(3):
            formula[('G', k, a, b)] = -Rat(OCC[a]*OCC[b], 2)*w3(L[a], k, L[b])
assert TABLE == {key: v for key, v in formula.items() if v != 0}
assert TABLE == {('F',0,0,0): 1, ('F',0,1,1): 1, ('F',0,2,2): 15, ('F',2,2,2): -Rat(6,5),
                 ('F',0,0,1): 4, ('G',0,0,1): -2, ('F',0,0,2): 12, ('G',1,0,2): -2,
                 ('F',0,1,2): 12, ('G',1,1,2): -2}
XC = {(l, k, lb): float((2*lb + 1)*w3(l, k, lb)) for l in (0, 1) for k in range(3) for lb in (0, 1)}

# ---------- grid, kernel, Fock operators, SCF ----------
class Grid:
    def __init__(g, edges, n):
        xs = np.concatenate(([-1.], roots_jacobi(n - 2, 1, 1)[0], [1.]))
        p = eval_legendre(n - 1, xs); ws = 2/(n*(n - 1)*p**2)
        D = p[:, None]/p[None, :]/(xs[:, None] - xs[None, :] + np.eye(n))
        np.fill_diagonal(D, 0); D[0, 0] = -n*(n - 1)/4; D[-1, -1] = n*(n - 1)/4
        N = (len(edges) - 1)*(n - 1) + 1
        r = np.zeros(N); w = np.zeros(N); S = np.zeros((N, N))
        for e in range(len(edges) - 1):
            h = edges[e + 1] - edges[e]; s = slice(e*(n - 1), e*(n - 1) + n)
            r[s] = edges[e] + h*(xs + 1)/2; w[s] += h*ws/2
            S[s, s] += (2/h)*D.T @ (ws[:, None]*D)
        r, w, S = r[1:-1], w[1:-1], S[1:-1, 1:-1]
        g.r, g.sw, g.R, g.n, g.h0 = r, np.sqrt(w), edges[-1], n, edges[1]
        rr = np.outer(r, r); g.V = []
        for k in range(3):
            G = np.linalg.inv(S + np.diag(w*k*(k + 1)/r**2)); G = (G + G.T)/2
            g.V.append((2*k + 1)*G/rr + rr**k/g.R**(2*k + 1))
        g.T = [S/np.outer(g.sw, g.sw)/2 + np.diag(l*(l + 1)/(2*r**2)) for l in (0, 1)]
    def slater(g, key, c):
        kind, k, a, b = key
        return c[a]**2 @ g.V[k] @ c[b]**2 if kind == 'F' else (c[a]*c[b]) @ g.V[k] @ (c[a]*c[b])
    def one(g, a, c):
        return c[a] @ g.T[L[a]] @ c[a] - Z*np.sum(c[a]**2/g.r)
    def energy(g, c, table=TABLE, occ=OCC):
        return sum(occ[a]*g.one(a, c) for a in range(3)) + sum(float(v)*g.slater(k, c) for k, v in table.items())
    def fock(g, D):
        vh = g.V[0] @ (2*np.diag(D[0]) + 6*np.diag(D[1]))
        return [g.T[l] + np.diag(vh - Z/g.r) - sum(XC[l, k, lb]*g.V[k]*D[lb] for k in range(3) for lb in (0, 1))
                for l in (0, 1)]

def occupied(F):
    es, vs = eigh(F[0], subset_by_index=[0, 1]); ep, vp = eigh(F[1], subset_by_index=[0, 0])
    c = [vs[:, 0], vs[:, 1], vp[:, 0]]
    return [v*np.sign(v[3]) for v in c], np.array([es[0], es[1], ep[0]])

def density(c):
    return [np.outer(c[0], c[0]) + np.outer(c[1], c[1]), np.outer(c[2], c[2])]

def guess(g):
    v = np.diag(-(1 + (Z - 1)*np.exp(-2.5*g.r))/g.r)
    return occupied([g.T[0] + v, g.T[1] + v])[0]

def solve(g, mix=0.4):
    D = density(guess(g))
    for it in range(1, 201):
        c, eps = occupied(g.fock(D)); Dn = density(c)
        change = max(abs(Dn[l] - D[l]).max() for l in (0, 1))
        if change < 1e-9:
            break
        D = [D[l] + mix*(Dn[l] - D[l]) for l in (0, 1)]
    assert change < 1e-7
    return c, eps, it

edges = [0, .15, .4, .8, 1.5, 2.5, 4, 6.5, 10, 15, 22, 32]
g = Grid(edges, 14); r = g.r

# ---------- kernel against direct double quadrature, hydrogenic orbitals ----------
HYD = [lambda s: 2*Z**1.5*s*np.exp(-Z*s), lambda s: Z**1.5/np.sqrt(2)*s*(1 - Z*s/2)*np.exp(-Z*s/2),
       lambda s: Z**2.5/(2*np.sqrt(6))*s**2*np.exp(-Z*s/2)]
xo, wo = np.polynomial.legendre.leggauss(200); xi, wi = np.polynomial.legendre.leggauss(120)
ro, wo = 3*(xo + 1), 3*wo; si = np.outer(ro, (xi + 1)/2)
def direct(key):
    kind, k, a, b = key
    f1 = (lambda s: HYD[a](s)**2) if kind == 'F' else (lambda s: HYD[a](s)*HYD[b](s))
    f2 = (lambda s: HYD[b](s)**2) if kind == 'F' else f1
    half = lambda u, v: np.sum(wo*u(ro)/ro**(k + 1)*((v(si)*si**k) @ wi)*ro/2)
    return half(f1, f2) + half(f2, f1)
ch = [f(r)*g.sw for f in HYD]
kernel_err = max(abs(direct(key) - g.slater(key, ch)) for key in TABLE)
assert kernel_err < 1e-8
assert abs(g.one(0, ch) + Z**2/2) < 1e-8 and abs(g.one(2, ch) + Z**2/8) < 1e-8

# ---------- Fock operators against finite differences of E, away from self-consistency ----------
c0 = guess(g); F0 = g.fock(density(c0)); delta = g.sw*r**2*np.exp(-2*r); step = 1e-4; grad_err = 0
for a in range(3):
    shift = lambda t: [c0[b] + (t*delta if b == a else 0) for b in range(3)]
    fd = (g.energy(shift(step)) - g.energy(shift(-step)))/(2*step)
    grad_err = max(grad_err, abs(fd - 2*OCC[a]*delta @ F0[L[a]] @ c0[a]))
assert grad_err < 1e-6
co, sn = np.cos(.6), np.sin(.6)
assert abs(g.energy([co*c0[0] + sn*c0[1], co*c0[1] - sn*c0[0], c0[2]]) - g.energy(c0)) < 1e-9

# ---------- solution ----------
c, eps, iters = solve(g)
E = g.energy(c); I = [g.one(a, c) for a in range(3)]; S = {key: g.slater(key, c) for key in TABLE}
F = g.fock(density(c))
assert max(abs(F[L[a]] @ c[a] - eps[a]*c[a]).max() for a in range(3)) < 1e-6
eps_formula = [I[a] + S['F',0,a,a] + 2*S['F',0,0,1] - S['G',0,0,1] + 6*S['F',0,a,2] - S['G',1,a,2] for a in (0, 1)]
eps_formula.append(I[2] + 5*S['F',0,2,2] - .4*S['F',2,2,2] + sum(2*S['F',0,a,2] - S['G',1,a,2]/3 for a in (0, 1)))
assert abs(np.array(eps_formula) - eps).max() < 1e-7
E_half = sum(OCC[a]*(eps[a] + I[a])/2 for a in range(3)); assert abs(E_half - E) < 1e-6
T = sum(OCC[a]*c[a] @ g.T[L[a]] @ c[a] for a in range(3))
Vne = -Z*sum(OCC[a]*np.sum(c[a]**2/r) for a in range(3)); Vee = E - T - Vne
assert abs((Vne + Vee)/T + 2) < 1e-8
assert abs(E + 128.547098) < 6e-7 and abs(eps[2] + 0.850410) < 6e-7
for m in (-1, 0, 1):
    ion = determinant_table([o for o in SO if o != (2, m, 1)])
    koop = g.energy(c, ion, [2, 2, 5]) - E
    assert abs(koop + eps[2]) < 1e-7
g2 = Grid([0, .12, .35, .75, 1.3, 2.2, 3.5, 5.5, 8.5, 13, 19, 28, 40], 16)
c2, eps2, _ = solve(g2); E2 = g2.energy(c2)
assert abs(E2 - E) < 5e-8 and abs(eps2 - eps).max() < 1e-7

# ---------- behaviour at small and large r ----------
P = [v/g.sw for v in c]; cusp = []; lead = []; nodes = []
for a in range(3):
    u = np.polynomial.Chebyshev.fit(r[:g.n - 1], (P[a]/r**(L[a] + 1))[:g.n - 1], 10, domain=[0, g.h0])
    lead.append(u(0.)); cusp.append(u.deriv()(0.)/u(0.))
    assert abs(cusp[a] + Z/(L[a] + 1)) < 1e-2
    nodes.append(int(np.sum(np.diff(np.sign(P[a][r < 8])) != 0)))
assert nodes == [0, 1, 0]
kappa = np.sqrt(-2*eps[2]); i = np.searchsorted(r, 12.); rm = (r[i] + r[i - 1])/2
slope = -np.log(P[2][i]/P[2][i - 1])/(r[i] - r[i - 1]); slope_pred = kappa - 1/(kappa*rm)
assert abs(slope - slope_pred) < 1e-2 and abs(slope - kappa) > 4e-2   # neglected terms O(1/r^2)
j = np.argmin(abs(r - 6.5)); Q = np.sum(r*c[0]*c[2]); tail = Q*P[2][j]/(r[j]**2*(eps[2] - eps[0]))
assert abs(P[0][j]/tail - 1) < 3e-2   # neglected relative term 2*kappa/(r*(eps2p-eps1s))

# ---------- independent three-dimensional Gaussian-basis RHF ----------
scf.hf.MUTE_CHKFILE = True
basis = [[0, [.1*1.8**n, 1.]] for n in range(33)] + [[1, [.06*1.8**n, 1.]] for n in range(21)]
mf = scf.RHF(gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, verbose=0))
mf.chkfile = None; mf.conv_tol = 1e-8; Eg = mf.kernel(); eg = mf.mo_energy
assert -1e-7 < Eg - E < 2e-5
assert abs(eg[0] - eps[0]) < 1e-4 and abs(eg[1] - eps[1]) < 2e-5 and abs(eg[2:5] - eps[2]).max() < 2e-5

# ---------- output ----------
print(f"Z = {Z}; element edges (bohr) = {edges}")
print(f"points per element = {g.n}, unknowns = {len(r)}, mixing = 0.4, iterations = {iters}")
print("3j^2 (0 0 0),(0 1 1),(1 0 1),(1 2 1) =", w3(0,0,0), w3(0,1,1), w3(1,0,1), w3(1,2,1))
print("c^2(1m,1m), m=-1,0,1 =", *[ck(2,1,m,1,m) for m in (-1,0,1)])
print("c^2(10,1m)^2 =", *[ck(2,1,0,1,m)**2 for m in (-1,0,1)], "; c^2(11,1m)^2 =", *[ck(2,1,1,1,m)**2 for m in (-1,0,1)])
print(f"kernel error (hydrogenic) = {kernel_err:.1e} hartree; gradient error = {grad_err:.1e} hartree")
print(f"E of starting orbitals = {g.energy(c0):.6f} hartree")
for a in range(3):
    print(f"I({NAME[a]}): coeff {OCC[a]}, value {I[a]:.7f}, product {OCC[a]*I[a]:.7f} hartree")
for key, v in sorted(TABLE.items(), key=lambda t: (t[0][2], t[0][3], t[0][0], t[0][1])):
    print(f"{key[0]}{key[1]}({NAME[key[2]]},{NAME[key[3]]}): coeff {v}, value {S[key]:.7f}, product {float(v)*S[key]:.7f} hartree")
print(f"sum q I = {sum(OCC[a]*I[a] for a in range(3)):.7f} hartree")
for a in range(3):
    print(f"eps({NAME[a]}) = {eps[a]:.7f} hartree (from Slater integrals {eps_formula[a]:.7f})")
    print(f"  <r> = {np.sum(r*c[a]**2):.6f} bohr, <1/r> = {np.sum(c[a]**2/r):.6f} 1/bohr, nodes = {nodes[a]}")
    print(f"  P/r^(l+1) at 0 = {lead[a]:.4f} a.u., cusp slope = {cusp[a]:.3f} 1/bohr")
print(f"T = {T:.7f}, Vne = {Vne:.7f}, Vee = {Vee:.7f} hartree")
print(f"-V/T = {-(Vne + Vee)/T:.9f}")
print(f"E = {E:.7f} hartree = {E*HARTREE_EV:.3f} eV")
print(f"half sum q(eps+I) = {E_half:.7f}; sum q eps = {np.dot(OCC, eps):.7f} hartree")
print(f"second grid ({len(g2.r)} unknowns, R = {g2.R} bohr): E = {E2:.7f}, shift = {E2 - E:.1e} hartree")
print(f"Gaussian 33s21p RHF: E = {Eg:.7f}, above grid by {Eg - E:.1e} hartree")
print(f"Gaussian eps = {eg[0]:.6f}, {eg[1]:.6f}, {eg[2]:.6f} hartree")
print("2p5 coefficients: F0(2p,2p)", ion['F',0,2,2], ", F2(2p,2p)", ion['F',2,2,2],
      ", F0(ns,2p)", ion['F',0,0,2], ", G1(ns,2p)", ion['G',1,0,2])
print(f"frozen 2p5 minus E = {koop:.7f} hartree = {koop*HARTREE_EV:.3f} eV")
print(f"kappa = {kappa:.5f}; at r = {rm:.3f} bohr -P'/P(2p) = {slope:.4f}, predicted {slope_pred:.4f} 1/bohr")
print(f"Q = {Q:.6f} bohr; at r = {r[j]:.2f} bohr P2p = {P[2][j]:.4e} bohr^-1/2")
print(f"  P1s = {P[0][j]:.4e}, predicted {tail:.4e} bohr^-1/2, ratio {P[0][j]/tail:.4f}")
print(f"  exp(-sqrt(-2 eps1s) r) there = {np.exp(-np.sqrt(-2*eps[0])*r[j]):.1e}")
print(f"1 hartree = {HARTREE_EV:.6f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Z = 10; element edges (bohr) = [0, 0.15, 0.4, 0.8, 1.5, 2.5, 4, 6.5, 10, 15, 22, 32]
points per element = 14, unknowns = 142, mixing = 0.4, iterations = 40
3j^2 (0 0 0),(0 1 1),(1 0 1),(1 2 1) = 1 1/3 1/3 2/15
c^2(1m,1m), m=-1,0,1 = -1/5 2/5 -1/5
c^2(10,1m)^2 = 3/25 4/25 3/25 ; c^2(11,1m)^2 = 6/25 3/25 1/25
kernel error (hydrogenic) = 1.0e-13 hartree; gradient error = 9.0e-10 hartree
E of starting orbitals = -128.294071 hartree
I(1s): coeff 2, value -49.9117043, product -99.8234086 hartree
I(2s): coeff 2, value -11.1117713, product -22.2235427 hartree
I(2p): coeff 6, value -10.0898533, product -60.5391197 hartree
F0(1s,1s): coeff 1, value 5.9717407, product 5.9717407 hartree
F0(1s,2s): coeff 4, value 1.4565354, product 5.8261416 hartree
G0(1s,2s): coeff -2, value 0.1033427, product -0.2066854 hartree
F0(1s,2p): coeff 12, value 1.4173534, product 17.0082404 hartree
G1(1s,2p): coeff -2, value 0.1463276, product -0.2926551 hartree
F0(2s,2s): coeff 1, value 1.0218744, product 1.0218744 hartree
F0(2s,2p): coeff 12, value 0.9914211, product 11.8970532 hartree
G1(2s,2p): coeff -2, value 0.5987487, product -1.1974973 hartree
F0(2p,2p): coeff 15, value 0.9682588, product 14.5238818 hartree
F2(2p,2p): coeff -6/5, value 0.4276012, product -0.5131214 hartree
sum q I = -182.5860710 hartree
eps(1s) = -32.7724428 hartree (from Slater integrals -32.7724428)
  <r> = 0.157631 bohr, <1/r> = 9.618054 1/bohr, nodes = 0
  P/r^(l+1) at 0 = 60.7578 a.u., cusp slope = -10.000 1/bohr
eps(2s) = -1.9303909 hartree (from Slater integrals -1.9303909)
  <r> = 0.892113 bohr, <1/r> = 1.632554 1/bohr, nodes = 1
  P/r^(l+1) at 0 = 14.2680 a.u., cusp slope = -10.000 1/bohr
eps(2p) = -0.8504097 hartree (from Slater integrals -0.8504097)
  <r> = 0.965274 bohr, <1/r> = 1.435350 1/bohr, nodes = 0
  P/r^(l+1) at 0 = 27.8507 a.u., cusp slope = -5.000 1/bohr
T = 128.5470981, Vne = -311.1331691, Vee = 54.0389728 hartree
-V/T = 2.000000000
E = -128.5470981 hartree = -3497.945 eV
half sum q(eps+I) = -128.5470981; sum q eps = -74.5081253 hartree
second grid (179 unknowns, R = 40 bohr): E = -128.5470981, shift = 4.0e-12 hartree
Gaussian 33s21p RHF: E = -128.5470980, above grid by 9.1e-08 hartree
Gaussian eps = -32.772440, -1.930390, -0.850409 hartree
2p5 coefficients: F0(2p,2p) 10 , F2(2p,2p) -4/5 , F0(ns,2p) 10 , G1(ns,2p) -5/3
frozen 2p5 minus E = 0.8504097 hartree = 23.141 eV
kappa = 1.30415; at r = 11.926 bohr -P'/P(2p) = 1.2454, predicted 1.2399 1/bohr
Q = 0.088032 bohr; at r = 6.50 bohr P2p = 1.8843e-03 bohr^-1/2
  P1s = 1.2482e-07, predicted 1.2299e-07 bohr^-1/2, ratio 1.0149
  exp(-sqrt(-2 eps1s) r) there = 1.4e-23
1 hartree = 27.211386 eV
ALL CHECKS PASSED
```
